# The united-atom expansion of the H2+ ground-state energy

**Q:** If the two protons of H2+ coincide, the electron sees a nucleus of charge 2, and its energy is that of He+. Pulling the protons slightly apart is a small perturbation. Why should the energy need more than a first-order calculation?

**A:** Let us set it up and see where first order stops being enough. I use hartree atomic units, fix the protons at $\pm a$ on the $z$ axis with $a=R/2$, and leave out their repulsion $1/R$. With $r_a,r_b$ the distances from the protons and $r$ the distance from the midpoint,

$$H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}=H_0+V,$$

$$H_0=-\tfrac12\nabla^2-\frac2r,\qquad V=\frac2r-\frac1{r_a}-\frac1{r_b}.$$

The ground state of $H_0$ is $\psi_0=\sqrt{8/\pi}\,e^{-2r}$, with energy $-2$. Since $\psi_0^2$ is spherical, only the spherical average of $V$ enters at first order. The average of $1/r_a$ over a sphere of radius $r$ is $1/\max(r,a)$, so the average of $V$ is $2/r-2/a$ for $r<a$ and zero outside. Therefore

$$E_1=\int_0^a\left(\frac2r-\frac2a\right)32r^2e^{-4r}\,dr
=4-\frac2a+e^{-4a}\left(\frac2a+4\right).$$

For small $a$, put $e^{-4r}=1-4r+\dots$ in the integral:

$$E_1=32\left(a^2-\tfrac23a^2\right)-128\left(\tfrac23a^3-\tfrac12a^3\right)+O(a^4)
=\tfrac{32}{3}a^2-\tfrac{64}{3}a^3+O(a^4).$$

With $a=R/2$ this is $E_1=\frac83R^2-\frac83R^3+O(R^4)$. The energy rises because the electron loses the deep attraction at the midpoint. The cubic term comes from the linear fall of the density away from its cusp.

**Q:** Then the cubic coefficient is $-8/3$. A second-order energy is quadratic in a perturbation whose mean value is of order $R^2$, so it should start at $R^4$.

**A:** That would hold if $V$ were small everywhere. It is not: at distances of order $R$ from the midpoint, $V$ is of order $1/R$. The correction to the wavefunction follows from

$$(H_0+2)\psi_1=-(V-E_1)\psi_0.$$

Write $\psi_1=s\psi_0$. Because $\nabla\psi_0=-2\hat{\mathbf r}\psi_0$ and $(H_0+2)\psi_0=0$,

$$(H_0+2)(s\psi_0)=\psi_0\left[-\tfrac12\nabla^2s+2\hat{\mathbf r}\cdot\nabla s\right].$$

In the inner region each derivative brings a factor $1/R$. To balance $V\sim1/R$, the Laplacian term needs $s\sim R$. The gradient term is then of order 1 and $E_1$ of order $R^2$, both smaller than $1/R$. The second-order energy is thus of order

$$\text{volume}\times V\times s\sim R^3\cdot\frac1R\cdot R=R^3 .$$

It contributes at the same order as the cubic term in $E_1$.

**Q:** An order of magnitude is not a coefficient. Can you solve for $s$?

**A:** At leading order the equation is $\nabla^2s=2V$. Since $\nabla^2r=2/r$, the solution that vanishes at large distance is

$$s=2r-r_a-r_b .$$

For $r\gg a$ it behaves as $-a^2\sin^2\theta/r$, while $V$ falls as $a^2/r^3$. Their product falls as $1/r^4$, so the integral below converges and the inner region dominates. There $\psi_0^2\simeq8/\pi$, and

$$E_2=\langle\psi_0|V-E_1|\psi_1\rangle\simeq\frac8\pi\int Vs\,d^3r .$$

The $E_1$ term drops out at this order: the overlap $\langle\psi_0|\psi_1\rangle$, the mean of $s$, is of order $R^2$, so its product with $E_1$ is of order $R^4$.

Treat $V$ as the potential of charges $q_i=(2,-1,-1)$ at points $\mathbf c_i=(0,+a\hat{\mathbf z},-a\hat{\mathbf z})$. Then $s=\sum_iq_i|\mathbf r-\mathbf c_i|$. Since $\nabla^2r^3=12r$, the function

$$t=\tfrac1{12}\sum_iq_i|\mathbf r-\mathbf c_i|^3\quad\text{satisfies}\quad\nabla^2t=s.$$

Green's theorem moves the Laplacian from $t$ to $V$. The charges have zero sum and zero dipole, so $t$ grows only as $r$. The surface integrand $V\nabla t-t\nabla V$ falls as $r^{-3}$, against an area growing as $r^2$, and the surface term vanishes. With $\nabla^2V=-4\pi\sum_iq_i\delta(\mathbf r-\mathbf c_i)$ and $d_{ij}=|\mathbf c_i-\mathbf c_j|$,

$$\int Vs\,d^3r=-4\pi\sum_iq_it(\mathbf c_i)=-\frac\pi3\sum_{i,j}q_iq_jd_{ij}^3 .$$

The sum runs over ordered pairs. The four centre–proton terms give $4(2)(-1)a^3=-8a^3$. The two proton–proton terms give $2(2a)^3=16a^3$. The total is $8a^3=R^3$, so

$$E_2\simeq\frac8\pi\left(-\frac{\pi R^3}3\right)=-\frac83R^3 .$$

At leading order, second order supplies as much of the cubic term as first order does. Together they give

$$E\simeq-2+\frac83R^2-\frac{16}3R^3 .$$

A separate numerical solution of the response equation, partial wave by partial wave, extrapolates to a second-order coefficient of $-2.668$, against $-8/3=-2.667$.

**Q:** You dropped terms in the response equation and ignored third and higher orders. With a singular perturbation, I don't accept a power count as proof.

**A:** Nor need you. The solution for $s$ suggests a better starting function. To first order, $e^{-2r}(1+s)$ agrees with

$$e^{-2r+s}=e^{-(r_a+r_b)}\equiv\Phi .$$

This is the He+ orbital with its cusp divided between the protons. Let $S=r_a+r_b$. Then $\nabla^2S=2/r_a+2/r_b$. The gradient of $S$ is the sum of two unit vectors pointing from the protons to the electron, so $|\nabla S|^2=2+2\cos\gamma$, with $\gamma$ the angle between them. Hence

$$-\tfrac12\nabla^2\Phi=\tfrac12\left(\nabla^2S-|\nabla S|^2\right)\Phi
=\left(\frac1{r_a}+\frac1{r_b}-1-\cos\gamma\right)\Phi .$$

The Coulomb singularities cancel in $H\Phi$:

$$H\Phi=(-2+W)\Phi,\qquad W=1-\cos\gamma,\qquad0\le W\le2 .$$

What remains, $W$, is bounded. We can now use its mean value as a variational estimate.

**Q:** Does that mean value contain the full cubic term?

**A:** Use spheroidal coordinates $\xi=(r_a+r_b)/R\ge1$ and $\eta=(r_a-r_b)/R$, with $-1\le\eta\le1$. The law of cosines, $R^2=r_a^2+r_b^2-2r_ar_b\cos\gamma$, and $r_ar_b=R^2(\xi^2-\eta^2)/4$ give

$$W=\frac{R^2-(r_a-r_b)^2}{2r_ar_b}=\frac{2(1-\eta^2)}{\xi^2-\eta^2}.$$

The volume element is proportional to $\xi^2-\eta^2$, and $\Phi^2=e^{-2R\xi}$. Let $m$ be the mean of $\xi^2$ with weight $e^{-2R\xi}$ on $\xi\ge1$. Setting $\xi=1+x$, with $\overline x=1/(2R)$ and $\overline{x^2}=1/(2R^2)$, gives $m=1+1/R+1/(2R^2)$. Denote by $\langle\cdot\rangle$ an average over normalized $\Phi^2$. Then

$$w\equiv\langle W\rangle=\frac{2\int_{-1}^1(1-\eta^2)d\eta}{\int_{-1}^1(m-\eta^2)d\eta}
=\frac{8/3}{2m-2/3}=\frac{\frac83R^2}{1+2R+\frac43R^2}.$$

Expanding the denominator,

$$w=\tfrac83R^2(1-2R+O(R^2))=\tfrac83R^2-\tfrac{16}3R^3+O(R^4).$$

The variational principle therefore gives $E\le-2+w$, with the complete cubic term already in $w$.

**Q:** That is an upper bound. The true energy could still lie below it by another multiple of $R^3$.

**A:** So we must bound the deficit $D=-2+w-E\ge0$. First we need a gap above the ground state. Write

$$H=\tfrac12(h_a+h_b),\qquad h_a=-\tfrac12\nabla^2-\frac2{r_a},$$

and similarly for $h_b$. Each is a displaced He+ Hamiltonian, with lowest levels $-2$ and $-1/2$. For any two orthonormal functions, the sum of the expectation values of either one is at least $-5/2$; the same holds for $H$. If $E'$ is the next level of $H$, then $E+E'\ge-5/2$, and

$$E'-E\ge-\tfrac52-2E\ge\tfrac32-2w\equiv g .$$

The same splitting gives $E\ge-2$, hence $D\le w$. From here on take $w<g$, that is $w<1/2$, which holds for small $R$.

Normalize $\Phi$ and split it as $\Phi=c\Psi+\chi$, with $\Psi$ the true ground state and $\chi$ orthogonal to it. Then

$$D=\langle\Phi|H-E|\Phi\rangle=\langle\chi|H-E|\chi\rangle\ge g\|\chi\|^2 .$$

Also $(H-E)\chi=(H-E)\Phi=(W-w+D)\Phi$. Take the product with $\chi=u\Phi$ and use $\langle\chi|\Phi\rangle=\|\chi\|^2$:

$$D(1-\|\chi\|^2)=\langle u(W-w)\rangle .$$

**Q:** The right side could still be large. $W$ is of order 1 near the protons.

**A:** Its deviation from the mean can be written as a divergence, which moves a derivative onto $u$. Seek $f=A(\xi)+B(\eta)$ with

$$\nabla\cdot(\Phi^2\nabla f)=\Phi^2(W-w).$$

In spheroidal coordinates, after multiplication by $R^2(\xi^2-\eta^2)/(4\Phi^2)$, this reads

$$e^{2R\xi}\frac{d}{d\xi}\left[(\xi^2-1)e^{-2R\xi}A'\right]+\frac{d}{d\eta}\left[(1-\eta^2)B'\right]$$
$$=\frac{R^2}4\left[2(1-\eta^2)-w(\xi^2-\eta^2)\right].$$

The last bracket equals $w(m-\xi^2)+(2-w)(\frac13-\eta^2)$, because $w(m-\frac13)=\frac43$. The two variables separate. The $\eta$ part integrates to

$$(1-\eta^2)B'=\frac{R^2}{12}(2-w)(\eta-\eta^3)\quad\Rightarrow\quad B'=\frac{R^2(2-w)}{12}\eta .$$

For the $\xi$ part, the integral of $(m-\xi^2)e^{-2R\xi}$ over all $\xi\ge1$ is zero by the definition of $m$. The integral from 1 to $\xi$ is therefore minus the integral from $\xi$ to infinity:

$$(\xi^2-1)e^{-2R\xi}A'=\frac{R^2w}4\int_\xi^\infty(t^2-m)e^{-2Rt}dt$$
$$=\frac{Rw}8e^{-2R\xi}\left[\xi^2-1+\frac{\xi-1}R\right].$$

Division by $\xi^2-1$ gives $A'=\frac w8\left[R+1/(\xi+1)\right]$.

**Q:** How large is the gradient of this $f$?

**A:** Let $K=\langle|\nabla f|^2\rangle$. The factor $\xi^2-\eta^2$ in the volume element cancels the one in

$$|\nabla f|^2=\frac{4}{R^2(\xi^2-\eta^2)}\left[(\xi^2-1)A'^2+(1-\eta^2)B'^2\right].$$

The normalization is $2m-\frac23=8/(3w)$. With an overbar for the mean over $\xi$ with weight $e^{-2R\xi}$,

$$K=\frac{3w}{2R^2}\left[2\,\overline{(\xi^2-1)A'^2}+\int_{-1}^1(1-\eta^2)B'^2d\eta\right].$$

Now $\sqrt{\xi^2-1}\,A'\le\frac w8(R\xi+1)$, and $\overline{(R\xi+1)^2}=R^2m+2R\overline\xi+1=R^2+3R+\frac52$. Also $|B'|\le R^2|\eta|/6$, and $\int_{-1}^1(1-\eta^2)\eta^2d\eta=\frac4{15}$. Using $w\le\frac83R^2$,

$$K\le4R^4\left[\frac29\left(R^2+3R+\frac52\right)+\frac1{135}\right]
=R^4\left(\frac{304}{135}+\frac{8R}3+\frac{8R^2}9\right).$$

**Q:** And how does $K$ limit $D$?

**A:** Integration by parts, with $\Phi^2$ removing the surface term at infinity, and the Cauchy–Schwarz inequality give

$$D(1-\|\chi\|^2)=-\langle\nabla u\cdot\nabla f\rangle\le\sqrt{K\langle|\nabla u|^2\rangle}.$$

To control $\nabla u$, note that $(H+2-W)\Phi=0$. Therefore $(H+2-W)(u\Phi)=-\frac1{2\Phi}\nabla\cdot(\Phi^2\nabla u)$. Multiplying by $u\Phi$ and integrating,

$$\tfrac12\langle|\nabla u|^2\rangle=\langle\chi|H+2-W|\chi\rangle
=D+(E+2)\|\chi\|^2-\langle Wu^2\rangle .$$

Since $W\ge0$, $E+2\le w$ and $\|\chi\|^2\le D/g$, the right side is at most $D(1+w/g)$. Also $1-\|\chi\|^2\ge1-D/g\ge1-w/g$. Squaring the inequality for $D$ and cancelling one factor of $D$ (if $D=0$ there is nothing to prove),

$$0\le D\le\frac{2K(1+w/g)}{(1-w/g)^2}=O(R^4).$$

Since $E=-2+w-D$, the deficit cannot change the cubic coefficient:

$$\boxed{E(R)=-2+\frac83R^2-\frac{16}3R^3+O(R^4)}$$

This proof does not rely on the convergence of the perturbation series in $V$.

**Q:** Show me numbers. Take $R=0.1$ bohr.

**A:** Here $a=0.05$, and the first-order shift is $4-40+44e^{-0.2}=0.024153$ hartree. The second-order shift, from the numerical response equations, is $-0.002578$ hartree. The successive energies are

- First order: $-2+0.024153=-1.975847$ hartree.
- Through second order: $-1.975847-0.002578=-1.978425$ hartree.
- Cubic polynomial: $-2+0.026667-0.005333=-1.978667$ hartree, or $-53.842$ eV.
- Numerical solution of the separated Schrödinger equation: $-1.978242$ hartree, or $-53.831$ eV.

First order misses by 0.0024 hartree, about 11% of the true shift from $-2$. The polynomial misses by 0.0004 hartree, about 2% of that shift.

For the bounds, $w=0.026667/1.213333=0.021978$ and $g=1.5-2w=1.456044$ hartree. The closed bound on $K$ is $2.527\times10^{-4}$ hartree, so $D\le5.29\times10^{-4}$ hartree and

$$-1.978551\le E\le-1.978022\ \text{hartree}.$$

The numerical energy lies between them. The polynomial lies slightly below the lower bound; a truncated expansion need not respect it.

**Q:** How far out can I use the polynomial?

**A:** Compare it with the numerical energy, both in hartree:

| $R$ (bohr) | Numerical $E$ | Cubic polynomial |
|---|---:|---:|
| 0.05 | −1.99398 | −1.99400 |
| 0.10 | −1.97824 | −1.97867 |
| 0.20 | −1.92862 | −1.93600 |
| 0.40 | −1.80075 | −1.91467 |

Relative to the true shift from $-2$, the error is about 0.4%, 2%, 10% and 57%. At $R=1$ bohr the polynomial gives $-2+\frac83-\frac{16}3=-4.67$ hartree, while the numerical energy is $-1.45$ hartree. It describes the approach to the united atom, not the chemical bond.

**Q:** And if I want the total energy of the molecule at fixed protons?

**A:** Add $1/R$. That repulsion diverges as $R\to0$, although the electronic energy stays finite and tends to the He+ value. The small-$R$ expansion of the total energy is therefore $1/R-2+\frac83R^2-\frac{16}3R^3+O(R^4)$.

## Table of computed values

```
Check of the exact solver at R = 1 bohr
  spheroidal energy           -1.451786 hartree
  cc-pV5Z diagonalization     -1.451760 hartree
Coefficients (R^2: hartree/bohr^2, R^3: hartree/bohr^3)
  first order, R^2 and R^3    8/3, -8/3
  mean of W, R^2 and R^3      8/3, -16/3
  second order, R^3, numeric  -2.6676
  exact energy, R^2, numeric  2.66651
  exact energy, R^3, numeric  -5.3349
  extrapolated from R =       0.005, 0.01 bohr
Integral V(2r-ra-rb) / R^3    -1.04720 (dimensionless)
  minus pi/3                  -1.04720 (dimensionless)
Mean W at R = 0.4 bohr
  by quadrature               0.211921 hartree
  by formula                  0.211921 hartree
Worked example, R = 0.1 bohr
  quadratic term              0.026667 hartree
  cubic term                  -0.005333 hartree
  first-order shift           0.024153 hartree
  second-order shift          -0.002578 hartree
  -2 + first order            -1.975847 hartree
  -2 + first + second order   -1.978425 hartree
  cubic polynomial            -1.978667 hartree
  exact energy                -1.978242 hartree
  mean W                      0.021978 hartree
  gap bound g                 1.456044 hartree
  K by quadrature             1.1092e-04 hartree
  closed bound on K           2.5274e-04 hartree
  rigorous lower bound        -1.978551 hartree
  rigorous upper bound        -1.978022 hartree
  cubic polynomial            -53.8423 eV
  exact energy                -53.8307 eV
Table: R (bohr); exact, cubic, upper bound (hartree);
       (exact - cubic)/R^4 (hartree/bohr^4)
  0.05  -1.993977  -1.994000  -1.993958  3.743
  0.10  -1.978242  -1.978667  -1.978022  4.246
  0.20  -1.928620  -1.936000  -1.926606  4.612
  0.40  -1.800754  -1.914667  -1.788079  4.450
```
